# Biased double-barrier transmission from scaled Airy functions, and staircase convergence

## The result

An electron of energy $E$ crosses two barriers and a well in a uniform bias field. In each linear segment of the potential, write $s$ for the slope and $m$ for the effective mass, and define

$$\kappa=(2ms)^{1/3},\qquad \xi=\frac{2m(V-E)}{\kappa^2},\qquad \zeta=\begin{cases}\tfrac23\xi^{3/2}&\xi>0\\0&\xi\le 0,\end{cases}$$

with the real, signed cube root. The wave is carried from a point $f$ to a point $t$ by Airy functions whose exponentials combine into $e^{\pm D}$, $D=\zeta_t-\zeta_f$. Taking out $e^{|D|}$ and adding $|D|$ to a running logarithm gives $\ln T$ without overflow.

A staircase with midpoint values and slice width $h_j$ in segment $j$ changes the incident amplitude $A$, at fixed transmitted amplitude, by

$$\delta A=-\frac{im}{k_L}\sum_j\frac{s_jh_j^2}{12}\,[gu]_j+O(h^4). \tag{1}$$

Here $k_L$ and $m$ belong to the left lead, $u$ is outgoing at the right, $g$ is outgoing at the left, and $[\;]_j$ is the value at the right end of the segment minus that at the left end.

The model is coherent and has one band, no self-consistent charge and $E>0$. The algebra is in atomic units, the numbers in eV and Å. The flat leads have equal masses and band edges $0$ and $-U$. The device occupies $0<x<L$, and the drop $U$ is linear across it.

## The naive scheme and where it overflows

With a position-dependent mass the Schrödinger equation is

$$\left(\frac{\psi'}{m}\right)'=2(V-E)\psi .$$

Both $\psi$ and $\varphi=\psi'/m$ are continuous at interfaces. Inside a segment $m$ is constant and $V'=s$, so $d\xi/dx=2ms/\kappa^2=\kappa$. Hence $\psi''=\kappa^2\psi_{\xi\xi}$, while $2m(V-E)\psi=\kappa^2\xi\psi$. The equation becomes $\psi_{\xi\xi}=\xi\psi$, with solutions $\mathrm{Ai}(\xi)$ and $\mathrm{Bi}(\xi)$.

The direct scheme writes $\psi=a\,\mathrm{Ai}+b\,\mathrm{Bi}$ in every segment and matches coefficients. For large positive $\xi$, $\mathrm{Bi}$ grows as $e^{\zeta}$ and $\mathrm{Ai}$ decays as $e^{-\zeta}$. Inserting the definitions, with $|\kappa|^3=2m|s|$,

$$\zeta=\frac23\,\frac{[2m(V-E)]^{3/2}}{2m|s|}.$$

At fixed $V-E$ this is inversely proportional to the field. The danger therefore lies at weak bias, where the physics is tame.

The worked device has barriers of 40 Å and 0.30 eV, a well of 50 Å, and $U=0.10$ eV. The masses are 0.07 in well and leads and 0.10 in the barriers, in electron masses. The field is $0.10/130=7.69\times10^{-4}$ eV/Å, or 0.077 MV/cm over 13 nm. At the resonance energy found below, the left end of the first barrier has $\xi=9.63$ and $\zeta=\frac23(9.63)^{3/2}=19.9$. Double precision holds exponentials up to about $e^{709.8}$, so at this fixed energy raw $\mathrm{Bi}$ fails below

$$U\approx0.10\times\frac{19.9}{709.8}=2.8\times10^{-3}\ \text{eV}.$$

## Eliminating the coefficients

The coefficients are large or small only because they compensate the functions. The physical pair $(\psi,\varphi)$ needs no such compensation, so it is the better thing to carry. At the starting point,

$$\psi_f=a\,\mathrm{Ai}_f+b\,\mathrm{Bi}_f,\qquad \frac{m\varphi_f}{\kappa}=a\,\mathrm{Ai}'_f+b\,\mathrm{Bi}'_f .$$

The second relation follows from $m\varphi=\psi'=\kappa\psi_\xi$; primes on Airy functions mean $d/d\xi$. The determinant is the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Bi}\,\mathrm{Ai}'=1/\pi$, so

$$a=\pi\left(\mathrm{Bi}'_f\psi_f-\mathrm{Bi}_f\frac{m\varphi_f}{\kappa}\right),\qquad b=\pi\left(\mathrm{Ai}_f\frac{m\varphi_f}{\kappa}-\mathrm{Ai}'_f\psi_f\right).$$

Evaluating $\psi$ and $\varphi=\kappa\psi_\xi/m$ at $t$ gives

$$\begin{aligned}
\psi_t&=\pi(\mathrm{Ai}_t\mathrm{Bi}'_f-\mathrm{Bi}_t\mathrm{Ai}'_f)\psi_f+\frac{\pi m}{\kappa}(\mathrm{Bi}_t\mathrm{Ai}_f-\mathrm{Ai}_t\mathrm{Bi}_f)\varphi_f,\\
\varphi_t&=\frac{\pi\kappa}{m}(\mathrm{Ai}'_t\mathrm{Bi}'_f-\mathrm{Bi}'_t\mathrm{Ai}'_f)\psi_f+\pi(\mathrm{Bi}'_t\mathrm{Ai}_f-\mathrm{Ai}'_t\mathrm{Bi}_f)\varphi_f .
\end{aligned}$$

Each product pairs one $\mathrm{Ai}$-type factor with one $\mathrm{Bi}$-type factor at the other end. Define scaled functions, marked by a hat, through $\mathrm{Ai}=e^{-\zeta}\widehat{\mathrm{Ai}}$ and $\mathrm{Bi}=e^{\zeta}\widehat{\mathrm{Bi}}$, with the same factors for the derivatives. Products with $\mathrm{Ai}$ at $t$ carry $e^{-D}$, and those with $\mathrm{Bi}$ at $t$ carry $e^{D}$. After $e^{|D|}$ is taken out, their weights are

$$p=e^{-D-|D|},\qquad q=e^{D-|D|}.$$

One weight is 1 and the other is $e^{-2|D|}$. The first matrix element, for example, is $e^{|D|}\pi(p\,\widehat{\mathrm{Ai}}_t\widehat{\mathrm{Bi}}{}'_f-q\,\widehat{\mathrm{Bi}}_t\widehat{\mathrm{Ai}}{}'_f)$.

A second fault remains at weak bias: $D$ is a small difference of two large numbers. If both arguments are positive, factoring the difference of cubes of $\sqrt{\xi_t}$ and $\sqrt{\xi_f}$ removes the subtraction:

$$D=\frac23\,\kappa d\,\frac{\xi_t+\sqrt{\xi_t\xi_f}+\xi_f}{\sqrt{\xi_t}+\sqrt{\xi_f}},\qquad \xi_t-\xi_f=\kappa d,$$

where $d=x_t-x_f$ is signed. If a turning point lies inside the segment, one $\zeta$ is zero and the direct difference serves.

## The flat limit

As $s\to0$ in a barrier, $\xi_t$ and $\xi_f$ are large and nearly equal. The fraction above tends to $\frac32\sqrt\xi$, so $D\to\kappa\sqrt\xi\,d$. Its magnitude is $Q|d|$ with $Q=\sqrt{2m(V-E)}$. The scaled functions approach

$$\widehat{\mathrm{Ai}}\to\frac{\xi^{-1/4}}{2\sqrt\pi},\quad \widehat{\mathrm{Bi}}\to\frac{\xi^{-1/4}}{\sqrt\pi},\quad \widehat{\mathrm{Ai}}{}'\to-\frac{\xi^{1/4}}{2\sqrt\pi},\quad \widehat{\mathrm{Bi}}{}'\to\frac{\xi^{1/4}}{\sqrt\pi}.$$

The first matrix element becomes $e^{|D|}(p+q)/2=\cosh Qd$. The second becomes $(m/\kappa\sqrt\xi)\sinh D=(m/Q)\sinh Qd$, since the sign of $\kappa$ cancels. This is the propagator of a flat barrier.

Scaling does not cure everything. In allowed regions the Airy functions oscillate with a phase near $\frac23|\xi|^{3/2}$, which also grows as $1/|s|$. Its rounding error grows with it, and at $s=0$ the variable $\xi$ is undefined. In practice the limit comes earlier, because library Airy routines return no number for very large arguments. For this device at 0.05 eV that happens between drops of $10^{-8}$ and $10^{-9}$ eV. A flat-segment formula must take over before then.

At $E=0.05$ eV, $\ln T$ was compared with raw Airy functions in 30-digit arithmetic. The differences were $9\times10^{-14}$, $3\times10^{-14}$ and $6\times10^{-12}$ for drops of $10^{-1}$, $10^{-3}$ and $10^{-5}$ eV. The rise at the weakest bias is what phase rounding would give, though its source was not isolated.

## From the sweep to the transmission

Start at the right edge with unit transmitted wave, $\psi=1$ and $\varphi=ik_R/m$, where $k_R=\sqrt{2m(E+U)}$. Sweep left through the three segments. After each one, divide the pair by its size and add the logarithm of that size, together with $|D|$, to a total $\Lambda$.

At the left edge the wave is $Ae^{ik_Lx}+Be^{-ik_Lx}$ with $k_L=\sqrt{2mE}$. Therefore $\psi=A+B$ and $m\varphi/(ik_L)=A-B$, and half their sum is $A$. If $\bar A$ is this half-sum for the rescaled pair, then $A=e^{\Lambda}\bar A$. The transmitted current is $k_R/m$ and the incident current is $k_L|A|^2/m$, so

$$T=\frac{k_R}{k_L|A|^2},\qquad \ln T=\ln\frac{k_R}{k_L}-2\left(\Lambda+\ln|\bar A|\right).$$

Off resonance, the sweep follows the solution that grows leftward in the barriers, which suits rounding. At resonance the wanted wave falls steeply from the well to the left edge. Rounding of relative size $\epsilon$ in the well then seeds a part that grows leftward. Relative to the wanted wave at the left edge, it is at most of order $\epsilon e^{2|D|}$, with $D$ taken over the first barrier. It is smaller when the bias makes the right barrier leak more, because the wanted wave then contains a growing part of its own. Here $\epsilon$ includes the rounding of the Airy phase in the well, which grows as $1/|s|$, so at weak bias it exceeds machine precision: with 100 Å barriers and a drop of $10^{-3}$ eV it does so by a factor of some hundreds. If both barriers are very opaque, the peak itself is thus limited by rounding even though nothing overflows.

With both barriers widened to 6000 Å, and drop and well unchanged, the result at 0.05 eV is $\ln T=-1731.24$. $T$ itself underflows to zero in double precision, but its logarithm agrees with the 30-digit value to better than one part in $10^9$.

The original device was also treated by direct numerical integration of the differential equation at 0.01, 0.028, 0.06 and 0.28 eV. At the last energy a turning point lies inside the first barrier. The largest difference in $\ln T$ was $9\times10^{-12}$.

## What a staircase costs

A staircase avoids Airy functions by using flat slices. Let its potential be $V+\delta$, and let $\tilde u$ be its solution with the same unit transmitted wave as $u$. Let $g$ solve the original problem and equal $e^{-ik_Lx}$ at the left. Consider

$$W=g\frac{\tilde u'}{m}-\tilde u\frac{g'}{m}.$$

On differentiation, the products of first derivatives cancel. What remains is $W'=2g(V+\delta-E)\tilde u-2\tilde u(V-E)g=2g\,\delta\,\tilde u$.

At the left, $\tilde u=\tilde Ae^{ik_Lx}+\tilde Be^{-ik_Lx}$, so

$$W(0)=\frac{ik_L}{m}\left[(\tilde A-\tilde B)+(\tilde A+\tilde B)\right]=\frac{2ik_L\tilde A}{m}.$$

At the right, $\tilde u$ and $u$ have the same value and slope. For $u$ the Wronskian is constant, so $W(L)=2ik_LA/m$. Subtracting,

$$\frac{2ik_L}{m}(A-\tilde A)=2\int_0^L g\,\delta\,\tilde u\,dx
\quad\Rightarrow\quad
\tilde A-A=\frac{im}{k_L}\int_0^L g\,\delta\,\tilde u\,dx .$$

With midpoint sampling, a slice centred at $x_c$ has $\delta=-s(x-x_c)$, whose mean is zero. The constant part of $gu$ drops out and the linear part gives

$$-s\,(gu)'(x_c)\int_{-h/2}^{h/2}y^2dy=-\frac{sh^3}{12}(gu)'(x_c).$$

Summing over a segment, $\sum h\,(gu)'(x_c)=[gu]_j+O(h^2)$, which yields equation (1).

Replacing $\tilde u$ by $u$ is allowed at this order. Their difference has a smooth part of order $h^2$, which the zero mean of $\delta$ suppresses by another $h^2$. It also has a part of order $h^3$ varying within a slice, which multiplies $\delta$ of order $h$. Both corrections are of order $h^4$.

The complex law was tested at four energies between 0.01 and 0.15 eV, one of them a single resonance width above the peak. With 32 slices per segment the largest relative miss was $1.03\times10^{-3}$, with 64 it was $2.57\times10^{-4}$. The fall by four is the expected relative $h^2$ correction.

## How many slices the resonance needs

The peak lies at 0.02804 eV above the emitter edge, with full width at half height $\Gamma=4.61\times10^{-4}$ eV and $T=0.564$. An unbiased device of this form is mirror symmetric and has equal leakage to both sides, which for an isolated resonance gives a peak of 1. The bias breaks that symmetry.

Near the peak, $A(E)\approx A'(E-E_p)$, with $A'=dA/dE$ and a complex pole energy $E_p$ whose real part lies close to the centre, within about 1% of $\Gamma$ here. Adding $\delta A$ moves the pole by $-\delta A/A'$, so the midpoint shift also scales as $h^2$.

With $n$ slices in every segment, the measured shift is $3.72\times10^{-4}$ eV for $n=1$, $4.34\times10^{-5}$ eV for $n=2$ and $2.47\times10^{-6}$ eV for $n=8$. These are 81%, 9% and 0.5% of $\Gamma$. At $n=1$ the leading law predicts only $1.58\times10^{-4}$ eV, because slices of 40 and 50 Å are too wide for it. At $n=64$ prediction and measurement agree to about one part in $10^4$, at $3.83\times10^{-8}$ eV.

The last value gives a shift of $C/n^2$ with $C=64^2\times3.83\times10^{-8}=1.57\times10^{-4}$ eV. Keeping the shift below a fraction $f$ of the width requires

$$n>\sqrt{\frac{C}{f\Gamma}}=\sqrt{\frac{1.57\times10^{-4}}{0.01\times4.61\times10^{-4}}}\approx5.8\qquad(f=0.01).$$

Six slices per segment suffice here. At fixed $C$, a narrower resonance needs more, as $\Gamma^{-1/2}$.

Over 46 energies from 0.005 to 0.095 eV, the largest error in $\ln T$ was 0.91 for $n=1$ and 0.0052 for $n=8$. The spacing of 0.002 eV steps over the peak, so these are not maxima over the whole interval. For a Lorentzian the steepest slope of $\ln T$ is $2/\Gamma$. The $n=8$ shift then implies an error near $2\times2.47\times10^{-6}/(4.61\times10^{-4})=0.011$ on the flank.

Two choices of design matter more than a modest increase in $n$.

**Where the potential is sampled.** Using the left edge of each slice makes the mean of $\delta$ equal to $-sh/2$. Here $s<0$, so the staircase lies too high and the error is of order $h$. At $n=64$ the mean excess is $3.0\times10^{-4}$ eV in the well and $2.4\times10^{-4}$ eV in the barriers. The measured shift, $2.94\times10^{-4}$ eV, lies between them and is 64% of $\Gamma$.

**How the slices are distributed.** For one slope and one slice width, the interface terms in (1) telescope to $[gu]_0^L$. Near a narrow resonance both $u$ and $g$ are concentrated in the well, so this outer difference is small. Equal slice numbers leave an extra term proportional to $h_{\rm well}^2-h_{\rm barrier}^2$ times $[gu]$ across the well. With 8, 10 and 8 slices, all 5 Å wide, the shift is $-2.3\times10^{-8}$ eV, against $2.47\times10^{-6}$ eV for 8, 8 and 8. The gain in position is about a hundredfold for two more slices. The leading law alone gives $-3.9\times10^{-8}$ eV, a gain of about sixty; the rest comes from a higher-order term of opposite sign. The gain concerns the resonance position under a uniform field. The error in the width is reduced by less than half, and the largest error in $\ln T$ across the peak falls only about twelvefold, from 0.012 to 0.001.

## Beside a real diode

The parameters are rough typical values for a III–V resonant-tunnelling diode, with barriers on the thick side for a fast device. In such diodes part of the applied voltage also falls in the contact layers, so $U$ is not the terminal voltage. The field is about 0.2 of a rough breakdown field of 0.4 MV/cm. The coherent peak is far more fragile:

- **Well charge.** Filling the level from an emitter with a rough Fermi energy of 0.05 eV at 300 K gives $9.1\times10^{11}$ cm$^{-2}$. Treated as a sheet midway between grounded planes, with relative permittivity 13, it raises the well by up to 0.041 eV. This is an upper estimate for that geometry, since partial filling and the rise itself reduce the charge. The level moves less than the peak of this rise, by 0.033 eV, because its wave is spread over the well. If the filling is limited to the emitter's share of the leakage, about 0.18, and made self-consistent, the shift drops to about 0.006 eV, which is still the largest level shift estimated here.
- **Scattering.** A rough time of 0.1 ps adds a broadening of $6.6\times10^{-3}$ eV. If it adds to $\Gamma$ at constant peak area, the peak falls to a fraction $\Gamma/(\Gamma+6.6\times10^{-3}\ \text{eV})\approx0.065$ of its height, or about 0.04.
- **Temperature.** At 300 K the thermal energy is 0.026 eV, or 56 widths, so the current averages over the whole peak.
- **Bands.** Energy-dependent masses with rough gaps of 1.5 eV (well) and 1.9 eV (barriers) move the level by $+1.5\times10^{-3}$ eV. This is what remains of about $-1.2\times10^{-3}$ eV from the well and $+2.8\times10^{-3}$ eV from the barriers, so it depends strongly on the gaps chosen; gaps of 1.42 and 2.5 eV halve it. Transverse energy $E_\parallel$ lowers the effective barrier by $E_\parallel(1-0.07/0.10)$, because the heavier barrier mass stores less of it. For $E_\parallel$ equal to the thermal energy, the level moves by $-8.5\times10^{-4}$ eV.

With these inputs each of these level shifts exceeds $\Gamma$, and all are far larger than the error of a midpoint staircase with eight slices per segment. For this device the Airy solution serves as a reference that separates numerical error from model error. The numerical output below gives the full convergence sequence.

## Table of computed values

```
barrier width 40 A, well width 50 A, height 0.30 eV
masses: well and leads 0.07, barriers 0.10 electron masses
total drop 0.10 eV over 130 A = 13.0 nm
field 7.6923e-04 eV/A = 0.0769 MV/cm
resonance above emitter edge 0.028036 eV
full width at half height 4.6111e-04 eV, peak transmission 0.56398
transmission at 0.02 eV: 2.9409e-04
transmission at 0.06 eV: 1.3929e-04
largest |d ln T|, Airy against direct integration: 8.7e-12
largest |T+R-1| 1.3e-14; left/right |d ln T| 2.4e-14
largest Airy argument 9.627, exponent 19.914
raw Bi overflows for a total drop below about 2.81e-03 eV
drop 1e-01 eV: |d ln T| against 30 digits 8.9e-14
drop 1e-03 eV: |d ln T| against 30 digits 2.8e-14
drop 1e-05 eV: |d ln T| against 30 digits 6.0e-12
barriers of 6000 A at 0.05 eV: ln T = -1731.2380 (T underflows)
change of ln T from zero bias, drop 2e-4 over 1e-4 eV: ratio 2.0007
slices per segment | shift (eV) | predicted (eV) | max |d ln T|, 5-95 meV
  1 |  3.7229e-04 |  1.5844e-04 | 9.144e-01
  2 |  4.3405e-05 |  3.9330e-05 | 9.159e-02
  4 |  1.0061e-05 |  9.8151e-06 | 2.110e-02
  8 |  2.4681e-06 |  2.4527e-06 | 5.175e-03
 16 |  6.1407e-07 |  6.1310e-07 | 1.287e-03
 32 |  1.5333e-07 |  1.5327e-07 | 3.215e-04
 64 |  3.8321e-08 |  3.8318e-08 | 8.034e-05
observed order of the midpoint shift: 2.0004
shift over resonance width: n=1 8.074e-01, n=8 5.353e-03
relative miss of amplitude law: n=32 1.03e-03, n=64 2.57e-04
left-edge sampling, n=64: shift 2.9436e-04 eV, order 1.0002
common width 5 A (8,10,8 slices): shift -2.3128e-08 eV
thermal energy at 300 K 0.02585 eV = 56.1 resonance widths
rough gaps: well 1.5 eV, barrier 1.9 eV
nonparabolic shift 1.473e-03 eV, new width 6.116e-04 eV
transverse energy kT: barrier lowered 7.756e-03 eV, shift -8.518e-04 eV
rough scattering time 0.1 ps: broadening 6.582e-03 eV
peak reduced by the factor 0.0655
rough Fermi energy 0.05 eV, relative permittivity 13
filled level: 9.11e+11 cm^-2, raises the well by up to 4.123e-02 eV
field over rough breakdown field 0.4 MV/cm: 0.192
```
